# Na 3s→3p specific mass shift in pseudopotential and frozen-core calculations

**Question: Can I get the specific mass shift of the Na 3s→3p line from a pseudopotential or frozen-core valence calculation?**

I have a one-electron pseudopotential model of sodium whose 3s and 3p energies agree with all-electron Hartree–Fock to better than one percent. I want the mass isotope shift of the 3s→3p line. The specific mass shift operator is a sum of $\mathbf p_i\cdot\mathbf p_j$ over electron pairs, and my model has one electron. Can I evaluate the core–valence pairs with my pseudo-orbital and core orbitals from a Na$^+$ calculation? The core cancels between the two levels, and the pseudo-orbital has the right energy and tail, so I expect this to work. If it does not, does an all-electron frozen-core calculation give the shift?

**Answer**

There are three different calculations in your question, and they fail in three different ways. The valence-only model gives exactly zero. The pseudo-orbital combined with true core orbitals gives a wrong core–valence term, since for the 3p level most of that term comes from the inner lobe of the orbital, which pseudization removes, and the larger 3s term shrinks by a similar factor (to $18\%$ of its all-electron value with the pseudopotential tested below). The all-electron frozen-core calculation gives the core–valence exchange term correctly, but for this line that term has the opposite sign from the result with core response and correlation included.

### The operator

I use Rydberg units: $\hbar=1$, $m=1/2$, $e^2=2$, lengths in bohr, energies in Ry. The treatment is nonrelativistic, with a point nucleus of mass $M$, to first order in $m/M$.

Let $\mathbf x_i$ and $\mathbf X$ be the electron and nuclear positions. Change variables to $\mathbf r_i=\mathbf x_i-\mathbf X$ and the centre of mass $\mathbf R=(M\mathbf X+m\sum_i\mathbf x_i)/M_t$, with $M_t$ the total mass. The chain rule gives

$$\nabla_{\mathbf x_i}=\nabla_i+\frac{m}{M_t}\nabla_{\mathbf R},\qquad \nabla_{\mathbf X}=-\sum_i\nabla_i+\frac{M}{M_t}\nabla_{\mathbf R}.$$

For an atom at rest the state does not depend on $\mathbf R$. The electron momenta are then $\mathbf p_i=-i\nabla_i$ and the nuclear momentum is $-\mathbf P$ with $\mathbf P=\sum_i\mathbf p_i$. Since $1/2M=(m/M)(1/2m)=m/M$ in these units, the nuclear kinetic energy is

$$\frac{m}{M}\mathbf P^2=\frac{m}{M}\Big[\sum_i p_i^2+S\Big],\qquad S=2\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .$$

The first term is the normal mass shift. It turns the kinetic energy $T=\sum_ip_i^2$ into $(1+m/M)T$. Setting $\mathbf r=(1+m/M)\mathbf r'$ multiplies $T$ by $(1+m/M)^{-2}$ and the Coulomb energy by $(1+m/M)^{-1}$, so the whole Hamiltonian is scaled by $(1+m/M)^{-1}$ and each level moves by $-(m/M)E$. This part needs only the line energy.

The second term is the specific mass shift (SMS). A level moves by $(m/M)\langle S\rangle$. I write $s_v=\langle S\rangle_{\rm Na,\,v}-\langle S\rangle_{\rm Na^+}$, in Ry, and for the line $\nu(M)=\nu_\infty+k/M$ with $k=(s_{3p}-s_{3s})\,({\rm Ry}/h)(m/u)$. One Ry of $s$ is $1804.74$ GHz·u.

With one electron there is no pair, so $S$ is the zero operator. A valence-only model of sodium gives $s=0$ whatever the quality of the pseudopotential.

### $\langle S\rangle$ in a determinant is pure exchange

For a determinant of orthonormal spin orbitals and a pair operator, the Slater–Condon rule gives

$$\langle S\rangle=2\sum_{a<b}\Big[\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle-\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle\Big].$$

Take real spatial orbitals and define $\mathbf D_{ab}=\langle a|\nabla|b\rangle$. It is real, it vanishes between opposite spins, and integration by parts gives $\mathbf D_{ba}=-\mathbf D_{ab}$. Hence $\mathbf D_{aa}=0$ and the direct term drops out. In the exchange term, $\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=(-i)^2\,\mathbf D_{ab}\cdot\mathbf D_{ba}=+|\mathbf D_{ab}|^2$. Therefore

$$\langle S\rangle=-2\sum_{a<b,\ \text{same spin}}|\mathbf D_{ab}|^2 .$$

In the frozen-core approximation the core orbitals $c$ are those of Na$^+$, and the valence orbital $v$ is an unoccupied eigenfunction of the Na$^+$ Fock operator $F$, orthogonal to the core. The core–core pairs cancel in the difference, which leaves

$$s_v^{\rm fc}=-2\sum_{c}|\mathbf D_{cv}|^2 ,$$

summed over core orbitals with the valence spin. It is never positive. The gradient is an odd-parity vector operator, so only $l_c=l_v\pm1$ contributes: 1s and 2s for the 3p level, 2p for the 3s level. As a limiting case, lithium 2s over a $1s^2$ core has no such partner, so its frozen-core value is zero and its whole SMS comes from effects beyond this formula.

### Radial form

Write the $p_z$ orbital as $\sqrt{3/4\pi}\,z f(r)$ with $f=P_p/r^2$, and the s orbital as $P_s/(r\sqrt{4\pi})$, where $P$ is $r$ times the radial function and outer lobes are taken positive. Then

$$\partial_z(zf)=f+\frac{z^2}{r}f' .$$

The s orbital picks out the angular average, and $\overline{z^2}=r^2/3$. With $f'=P_p'/r^2-2P_p/r^3$,

$$f+\frac{r}{3}f'=\frac{P_p}{r^2}+\frac{P_p'}{3r}-\frac{2P_p}{3r^2}=\frac{1}{3r}\Big(P_p'+\frac{P_p}{r}\Big).$$

The components $\partial_x(zf)=xzf'/r$ and $\partial_y(zf)=yzf'/r$ average to zero. Collecting factors,

$$\langle s|\partial_z|p_z\rangle=4\pi\int r^2dr\,\frac{P_s}{r\sqrt{4\pi}}\sqrt{\frac{3}{4\pi}}\frac{1}{3r}\Big(P_p'+\frac{P_p}{r}\Big)=\frac{J}{\sqrt3},$$

$$J(ns,n'p)=\int_0^\infty P_{ns}\Big(\frac{d}{dr}+\frac1r\Big)P_{n'p}\,dr .$$

$J$ is the Vinti integral. A 3p electron pairs once with each core s orbital, each pair giving $J^2/3$. A 3s electron pairs with three 2p orbitals, giving $3\times J^2/3$. So

$$s_{3p}^{\rm fc}=-\tfrac23\big[J(1s,3p)^2+J(2s,3p)^2\big],\qquad s_{3s}^{\rm fc}=-2J(3s,2p)^2 ,$$

and by the same counting, with two spins, $\langle S\rangle_{\rm Na^+}=-4[J(1s,2p)^2+J(2s,2p)^2]$ at the Hartree–Fock level.

### All-electron numbers

The numerical check treats Na$^+$, Na(3s) and Na(3p$_z$) in an uncontracted even-tempered 20s13p5d Gaussian basis. The Na$^+$ Hartree–Fock orbitals give, in bohr$^{-1}$, $J(1s,2p)=3.11705$, $J(2s,2p)=0.82217$, $J(1s,3p)=-0.29694$, $J(2s,3p)=0.09017$ and $J(3s,2p)=-0.24710$. Radial quadrature and analytic matrix elements are tested to agree within $10^{-6}$. Then

$$s_{3p}^{\rm fc}=-\tfrac23(0.29694)^2-\tfrac23(0.09017)^2=-0.05878-0.00542=-0.06420\ {\rm Ry},$$

$$s_{3s}^{\rm fc}=-2(0.24710)^2=-0.12212\ {\rm Ry},$$

$$\langle S\rangle_{\rm Na^+}=-4(9.7160+0.6760)=-41.568\ {\rm Ry}.$$

These formulas can be checked without any exchange algebra. The operator $e^{-iaP_x}$ displaces every electron by $a$ along $x$, so $\langle\Phi|e^{-iaP_x}|\Phi\rangle$ is the overlap of two determinants, which is the product over spins of the determinant of overlaps between orbitals and displaced orbitals. Expanding the exponential gives $1-ia\langle P_x\rangle-\tfrac12a^2\langle P_x^2\rangle+\dots$. Odd powers vanish in a state of definite parity, so the logarithm is $-\tfrac12a^2\langle P_x^2\rangle+O(a^4)$. Summing three directions gives $\langle\mathbf P^2\rangle$, and $\langle S\rangle=\langle\mathbf P^2\rangle-\sum_i\langle p_i^2\rangle$. With $a=0.001$ bohr and $2a$ combined to remove the next order, this route gives $-0.064203$ Ry for 3p and $-0.122119$ Ry for 3s, the same six decimals as the Vinti formulas (tested to $2\times10^{-5}$ Ry). For a lone pseudo-orbital it gives $-1.8\times10^{-9}$ Ry, which is numerical zero.

### Where $J(1s,3p)$ comes from

The 1s term is $0.05878/0.06420=92\%$ of $s_{3p}^{\rm fc}$. The 2p function is positive wherever it is appreciable, and $\int P_{2p}P_{3p}\,dr=0$, so $P_{3p}$ with a positive outer lobe must have a negative region. It has one node, at $1.152$ bohr. The lobe inside holds $0.0050$ of the norm and $1.0004$ of $J(1s,3p)$. The fraction exceeds one because just outside the node $P_{3p}$ is positive and rising, so the integrand is positive there, opposite in sign to the total.

In the region of the 1s orbital, $r\approx1/Z$ with $Z=11$, the nuclear attraction $2Z/r$ is of order $2Z^2=242$ Ry, while the 2p and 3p eigenvalues ($-3.5943$ and $-0.2189$ Ry) differ by about $3.4$ Ry. In a local-potential picture the two functions there obey nearly the same radial equation with the same $r^2$ start, so $P_{3p}\approx-aP_{2p}$ with a constant $a$. The numbers agree: the largest value of $-P_{3p}/P_{2p}$ inside the node (for $r>0.02$ bohr) is $0.0986$, and $-J(1s,3p)/J(1s,2p)=0.29694/3.11705=0.0953$. The 1s–3p momentum element is a small copy of the large 1s–2p element, carried by half a percent of the valence charge.

The 2s term behaves differently. The fraction of $J(2s,3p)$ from inside the node is about $-0.014$: the inner contributions cancel almost completely, and the net value is set outside the node. Of the two 3p elements, only the 1s one is carried by the inner lobe.

### Removing the node

The Phillips–Kleinman construction shows why a correct energy does not fix $s$. Take

$$\phi=\frac{\psi_{3p}+a\,\psi_{2p}}{\sqrt{1+a^2}} .$$

Since $F\psi_{3p}=\varepsilon_{3p}\psi_{3p}$ and $F\psi_{2p}=\varepsilon_{2p}\psi_{2p}$,

$$\big[F+(\varepsilon_{3p}-\varepsilon_{2p})|2p\rangle\langle2p|\big](\psi_{3p}+a\psi_{2p})=\varepsilon_{3p}\psi_{3p}+a\varepsilon_{2p}\psi_{2p}+a(\varepsilon_{3p}-\varepsilon_{2p})\psi_{2p}=\varepsilon_{3p}(\psi_{3p}+a\psi_{2p}).$$

The eigenvalue is exact for every $a$, and far enough out that $\psi_{2p}$ has died away, $\phi$ differs from $\psi_{3p}$ only by the normalisation factor. The Vinti integral is linear in the p function:

$$J(c,\phi)=\frac{J(c,3p)+aJ(c,2p)}{\sqrt{1+a^2}} .$$

Orbitals with the same energy and nearly the same tail thus span a continuous range of $J$. The smallest $a$ that makes $\phi$ nodeless is the maximum ratio found above, $a=0.0986$, with $\sqrt{1+a^2}=1.0048$. Then

$$J(1s,\phi)=\frac{-0.2969+0.3073}{1.0048}=0.010,\qquad J(2s,\phi)=\frac{0.0902+0.0811}{1.0048}=0.170 .$$

The 1s element nearly cancels and the 2s element almost doubles; inserting both into the frozen-core formula gives $-0.01942$ Ry, $30\%$ of the all-electron frozen-core value.

A published pseudopotential does the same. The table lists the 3p orbital from the LANL2DZ potential (10-electron core), solved in the more diffuse part of the same basis, with $J$ in bohr$^{-1}$ and $s$ in Ry.

| 3p orbital | nodes | $J(1s)$ | $J(2s)$ | $s$ |
|---|---|---|---|---|
| all-electron | 1 | −0.2969 | 0.0902 | −0.0642 |
| Phillips–Kleinman | 0 | 0.0102 | 0.1704 | −0.0194 |
| LANL2DZ | 0 | 0.0029 | 0.1270 | −0.0108 |
| LANL2DZ, core projected out | 1 | −0.2366 | 0.0642 | −0.0401 |

The LANL2DZ eigenvalue is $-0.21811$ Ry against $-0.21887$ Ry, an error of $0.35\%$ relative to the frozen-core value. Its overlap with the true 3p is $0.9968$, and for $r>4$ bohr the radial functions differ by at most $0.0020$ bohr$^{-1/2}$. Yet $s$ is $17\%$ of the frozen-core value. For 3s the same hybrid gives $-0.02229$ Ry against $-0.12212$ Ry. The two nodeless 3p orbitals also differ from each other in $s$ by nearly a factor of two, since the shape inside the core is a choice made in the construction.

The hybrid is also inconsistent in principle: the Slater–Condon rule used above assumes orthonormal orbitals, and $\phi$ is not orthogonal to 2p. A determinant is unchanged, up to normalisation, when an occupied orbital is added to another, so the determinant built from the core and $\phi$ is really the one with the core projected out of $\phi$. With $b=\langle2p|\phi\rangle$ the projected orbital is $(\phi-b\psi_{2p})/\sqrt{1-b^2}$, and

$$J_{\rm proj}=\frac{J(c,\phi)-bJ(c,2p)}{\sqrt{1-b^2}} .$$

For the Phillips–Kleinman orbital this returns $\psi_{3p}$ exactly, by construction. For LANL2DZ, $b=0.0766$ and $\sqrt{1-b^2}=0.9971$, so $J(1s)=(0.0029-0.2388)/0.9971=-0.2366$ and $J(2s)=(0.1270-0.0630)/0.9971=0.0642$. The node returns and $80\%$ of $J(1s,3p)$ is recovered. The shortfall follows from $b$ being smaller than the ratio $0.0953$. Because $s$ is quadratic in $J$, the result $-0.0401$ Ry is still $38\%$ too small relative to the frozen-core value. An exact reconstruction of the all-electron valence orbital would restore $s^{\rm fc}$, and nothing more.

### What the frozen core leaves out: response

To get $\langle S\rangle$ at a higher level, solve $H+\lambda S$ and differentiate the energy at $\lambda=0$. In a real basis, with spin density matrices $\rho_\sigma=\sum_a c_ac_a^T$ and antisymmetric matrices $D^x_{\mu\nu}=\langle\mu|\partial_x|\nu\rangle$, the determinant formula becomes

$$-2\sum_{a<b}|\mathbf D_{ab}|^2=-\sum_{a,b}|\mathbf D_{ab}|^2=+\sum_{a,b}\mathbf D_{ab}\cdot\mathbf D_{ba}=\sum_{x}{\rm tr}(D^x\rho_\sigma D^x\rho_\sigma)$$

for each spin, where $x$ runs over the three directions. The Fock matrix is the derivative of the energy with respect to $\rho_\sigma$; the trace is quadratic in $\rho_\sigma$, so $F_\sigma$ gains $2\lambda\sum_xD^x\rho_\sigma D^x$.

The unrestricted Hartree–Fock (UHF) energy is stationary in the orbitals and the basis does not depend on $\lambda$, so $dE/d\lambda$ equals the determinant formula on the self-consistent orbitals. Central differences with $\lambda=0.0005$ test this: for Na(3s), $-41.59506$ Ry from the derivative and $-41.59504$ Ry from the expectation value.

For a valence eigenvalue of the Na$^+$ Fock operator, $v$ is a normalised eigenvector, so only the change of the operator counts:

$$\frac{d\varepsilon_v}{d\lambda}=\Big\langle v\Big|2\sum_xD^x\rho D^x\Big|v\Big\rangle+\Big\langle v\Big|\frac{\delta F}{\delta\rho}\frac{d\rho}{d\lambda}\Big|v\Big\rangle .$$

The first term is $2\sum_c\mathbf D_{vc}\cdot\mathbf D_{cv}=s_v^{\rm fc}$. The second is the core response: $S$ deforms the core, and the valence electron feels the changed Coulomb and exchange field. It is of the same first order in $m/M$. The computed derivatives are $-0.02935$ Ry for 3s and $-0.03742$ Ry for 3p, so the response is $+0.0928$ and $+0.0268$ Ry.

Separate UHF calculations for atom and ion give the same physics from the other side. With orbitals taken from the ion at field $\lambda$, the atom has energy $E_{\rm ion}(\lambda)+\varepsilon_v(\lambda)$; relaxing them changes it by $\delta_v(\lambda)\le0$, which is second order in the orbital change because the energy is stationary. So $s_v^{\Delta\rm UHF}=d\varepsilon_v/d\lambda+d\delta_v/d\lambda$. At $\lambda=0$, $\delta_{3s}=-323.71597+323.35199+0.36361=-0.0004$ Ry. The $\Delta$UHF values, $-0.02712$ and $-0.03743$ Ry, lie close to the eigenvalue derivatives.

This is where the cancellation of the core that you assumed fails. Relaxation changes the energy at second order but $\langle S\rangle$ at first order, and the core carries $-41.57$ Ry. Under a uniform dilation of the core by a fraction $\eta$, $S$ scales as $(1+\eta)^{-2}$ and $\langle S\rangle$ changes by $+2\eta\times41.57$ Ry. The 3s difference $-0.0271+0.1221=0.095$ Ry corresponds to $\eta\approx0.1\%$. This $\eta$ only sets the scale of core change needed; the real relaxation is not a uniform dilation. What drives the relaxation is not tested here.

### What the frozen core leaves out: correlation

In a determinant, opposite-spin pairs contribute nothing to $\langle S\rangle$; any correlation of their momenta lies beyond mean field. Second-order Møller–Plesset theory on the UHF reference (UMP2) is the first level that contains it. The pair operator is $2/r_{12}+2\lambda\,\mathbf p_1\cdot\mathbf p_2$, so with occupied $i,j$ and virtual $a,b$,

$$(ia|jb)_\lambda=2(ia|jb)_0+2\lambda(-i)^2\mathbf D_{ia}\cdot\mathbf D_{jb}=2(ia|jb)_0-2\lambda\,\mathbf D_{ia}\cdot\mathbf D_{jb},$$

$$E^{(2)}=\sum_{i<j}\sum_{a<b}\frac{[(ia|jb)_\lambda-(ib|ja)_\lambda]^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

where $(ia|jb)_0$ is the integral of $1/r_{12}$, and orbitals and eigenvalues are those of the field $\lambda$. The square contains a cross term between the Coulomb and momentum parts that is linear in $\lambda$ and survives for opposite spins. The totals are $-32.88595$ Ry (ion), $-32.86131$ Ry (3s) and $-32.91700$ Ry (3p), so

$$s_{3s}=-32.86131+32.88595=+0.02464,\qquad s_{3p}=-32.91700+32.88595=-0.03105\ {\rm Ry}.$$

A positive $s_{3s}$ is out of reach of the frozen-core formula. The UHF and UMP2 energies of Na(3s) are tested against pyscf at $\lambda=0$; the $\lambda$-dependent part of the UMP2 energy has no independent test.

### The line

For nominal nuclear masses of 23 u and 22 u, $1/23-1/22=-1.9763\times10^{-3}$ u$^{-1}$. In the frozen core, $s_{3p}-s_{3s}=-0.06420+0.12212=0.05792$ Ry, $k=0.05792\times1804.74=104.5$ GHz·u, and $\nu(23)-\nu(22)=104.5\times(-1.9763\times10^{-3})$ GHz $=-207$ MHz. The other rows follow in the same way.

| level | line (Ry) | $k$ (GHz·u) | $\nu_{23}-\nu_{22}$ (MHz) |
|---|---|---|---|
| LANL2DZ + true core | 0.0115 | 21 | −41 |
| frozen core | 0.0579 | 105 | −207 |
| $d\varepsilon/d\lambda$ | −0.0081 | −15 | 29 |
| $\Delta$UHF | −0.0103 | −19 | 37 |
| $\Delta$UMP2 | −0.0557 | −100 | 199 |

The sign has already changed at the mean-field level once the core responds, and correlation then supplies most of the magnitude. The program asserts that both relaxed values lie below half the frozen-core one and that the UMP2 and frozen-core coefficients have opposite signs. In this basis the frozen-core and UMP2 coefficients have nearly equal magnitudes; nothing in the derivation requires that, and it means a sign slip in the convention for $k$ would make the frozen-core number look right.

The normal shift fixes the convention. With the UMP2 line energy $0.15248$ Ry, $k=-0.15248\times1804.74=-275$ GHz·u, or $+544$ MHz: the heavier isotope lies at higher frequency. The total mass shift is $544-207\approx340$ MHz with the frozen core and $544+199\approx740$ MHz at UMP2. The measured SMS coefficient of this line is, as a rough figure, $-110$ GHz·u, with the same sign as the normal shift.

The UMP2 number belongs to this basis and this order. There are no f functions, higher orders are absent, and the line value is a difference of $0.056$ Ry between totals near $-33$ Ry, so it supports the sign and the rough size, not three figures; the UMP2 values are not converged in the basis. In a 20s13p6d2f even-tempered set with different exponents the totals move by about $0.09$ Ry, $s_{3p}$ to $-0.027$ Ry and the line value to $-0.053$ Ry ($k\approx-95$ GHz·u, $188$ MHz), a shift of $5\%$, while the frozen-core, $d\varepsilon/d\lambda$ and $\Delta$UHF values of $s$ move by at most $4\times10^{-5}$ Ry. Relativistic recoil, of relative order $(Z\alpha)^2$, the fine-structure splitting and the nuclear field shift are not included.

Your pseudopotential model gives the normal shift to the accuracy of its line energy, provided you compute the shift as $-(m/M)$ times that energy. Do not change the electron mass inside the model instead: to first order that gives the kinetic energy of the pseudo-orbital, and the scaling argument that ties kinetic energy to total energy holds only for Coulomb potentials. For LANL2DZ the line energy is $0.36131-0.21811=0.1432$ Ry, $6\%$ below the UMP2 value, so the normal shift is smaller than the UMP2 one by the same fraction. For atoms with several valence electrons a valence-only model can give (in a determinant only when same-spin valence orbitals differ by one unit of $l$, so not for an $ns^2$ shell) a nonzero valence–valence part of $\langle S\rangle$, evaluated with nodeless orbitals and so open to the same objection, with the core–valence terms still absent. For the specific shift of this line, use an all-electron calculation on $H+\lambda S$ with the core relaxed and correlated. The program and its output follow below.

## Numbers as computed

```
basis 20s13p5d, 84 functions; ratios s 2.3, p 2.4, d 3.0
exponent ranges (bohr^-2): s 0.01-7.46e+04, p 0.006-219, d 0.1-8.1
field lam = 0.0005, displacement = 0.001 bohr, 1 Ry of s = 1804.74 GHz u
E_UHF(ion) = -323.35199 Ry, E_MP2corr = -0.61260 Ry
E_UHF(3s) = -323.71597 Ry, E_MP2corr = -0.62300 Ry
E_UHF(3p) = -323.57091 Ry, E_MP2corr = -0.61558 Ry
Na+ eps 1s, 2s, 2p = -81.5198, -6.1475, -3.5943 Ry
eps(3s): frozen core -0.36361 Ry, LANL2DZ -0.36131 Ry
eps(3p): frozen core -0.21887 Ry, LANL2DZ -0.21811 Ry
J(1s,2p) = 3.11705 1/bohr
J(2s,2p) = 0.82217 1/bohr
J(1s,3p) = -0.29694 1/bohr
J(2s,3p) = 0.09017 1/bohr
J(3s,2p) = -0.24710 1/bohr
3p node at 1.152 bohr, norm inside node 0.0050
fraction inside node: J(1s,3p) 1.0004, J(2s,3p) -0.0140
s_3p parts: 1s -0.05878 Ry, 2s -0.00542 Ry
<S> of Na+ core = -41.5679 Ry (displacement route -41.5679 Ry)
frozen s_3s: Vinti -0.122119 Ry, displacement -0.122119 Ry
frozen s_3p: Vinti -0.064203 Ry, displacement -0.064203 Ry
valence-only s_3p (displacement route) = -1.8e-09 Ry
Phillips-Kleinman a = 0.0986
LANL2DZ 3p: overlap with 3p 0.9968, with 2p 0.0766
LANL2DZ 3p: max tail deviation (r > 4 bohr) 0.0020 bohr^-1/2
all-electron: nodes 1, J1s -0.29694, J2s 0.09017 1/bohr, s -0.06420 Ry
Phillips-Kleinman: nodes 0, J1s 0.01024, J2s 0.17038 1/bohr, s -0.01942 Ry
LANL2DZ: nodes 0, J1s 0.00289, J2s 0.12697 1/bohr, s -0.01075 Ry
LANL2DZ reorth.: nodes 1, J1s -0.23657, J2s 0.06418 1/bohr, s -0.04006 Ry
<S>(ion): dE_UHF/dlam -41.56793, expectation -41.56792, UMP2 -32.88595 Ry
<S>(3s): dE_UHF/dlam -41.59506, expectation -41.59504, UMP2 -32.86131 Ry
<S>(3p): dE_UHF/dlam -41.60536, expectation -41.60535, UMP2 -32.91700 Ry
nominal masses 23 u, 22 u: 1/23 - 1/22 = -1.976285e-03 1/u
LANL2DZ + true core: s_3s -0.02229, s_3p -0.01075, line 0.01154 Ry
   k_line = 20.8 GHz u, nu(23)-nu(22) = -41 MHz
frozen core: s_3s -0.12212, s_3p -0.06420, line 0.05792 Ry
   k_line = 104.5 GHz u, nu(23)-nu(22) = -207 MHz
field d(eps)/d(lam): s_3s -0.02935, s_3p -0.03742, line -0.00807 Ry
   k_line = -14.6 GHz u, nu(23)-nu(22) = 29 MHz
Delta-UHF: s_3s -0.02712, s_3p -0.03743, line -0.01031 Ry
   k_line = -18.6 GHz u, nu(23)-nu(22) = 37 MHz
Delta-UMP2: s_3s 0.02464, s_3p -0.03105, line -0.05569 Ry
   k_line = -100.5 GHz u, nu(23)-nu(22) = 199 MHz
3s->3p energy: UHF 0.14507 Ry, UMP2 0.15248 Ry
normal shift (UMP2 energy): k = -275.2 GHz u, nu(23)-nu(22) = 544 MHz
```
